# Quantum Resistance of a Ballistic Two-Dimensional Channel with Several Valleys, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one mode to a wide channel

### The decision

A transport calculation for a short device with a two-dimensional channel returns a resistance times width of 50.7 Ω µm at 300 K. The channel holds $10^{13}$ electrons per cm² in two valleys of mass $0.5\,m_e$. The next decision is whether to spend effort on the interfaces between channel and contacts. If most of this resistance comes from reflection at the interfaces, a better interface will lower it. If it is the resistance that remains when nothing reflects, work on the interfaces at the same density, valley structure and temperature will gain nothing.

The decision needs the resistance of a perfect channel between perfect contacts. At zero temperature it turns out to be

$$
R\,W=\frac{h}{2e^2}\sqrt{\frac{\pi}{2g_v n}},
$$

where $R$ is the total two-terminal resistance, $W$ the width, $n$ the number of electrons per area and $g_v$ the number of equivalent valleys. For the device above this gives 36.2 Ω µm. It would be tempting to blame the remaining 14.5 Ω µm on the interfaces. Whether that is right depends on the conditions under which the formula holds, so these are followed along with the derivation.

### Setting and signs

Current flows along $x$, and the width lies along $y$. Each end of the channel joins a large reservoir in equilibrium, with chemical potential $\mu_L$ on the left and $\mu_R$ on the right. The electron charge is $-e$ with $e>0$. The voltage $V$ is defined by $\mu_L-\mu_R=eV$, and $I$ denotes $e$ times the net number of electrons crossing from left to right per unit time. The conventional electric current has the opposite direction, but the ratio $R=V/I$ is positive in either description.

Two assumptions describe the ideal device. Electrons do not scatter in the channel, and an electron that reaches a contact from inside the channel enters the reservoir without reflection. Every right-moving electron in the channel then came from the left reservoir and every left-moving one from the right reservoir. The occupations are therefore

$$
f_L(E)=\frac{1}{1+e^{(E-\mu_L)/k_BT}}\quad (v_x>0),\qquad
f_R(E)=\frac{1}{1+e^{(E-\mu_R)/k_BT}}\quad (v_x<0).
$$

The electrons are treated as independent particles in a fixed band, and each orbital state holds two spins.

### The simplest case: one mode

Let the channel first be so narrow that a single transverse state is occupied. Its energy $E(k)$ depends on the wavevector $k$ along $x$, with $E(-k)=E(k)$, and rises with $|k|$ from a minimum $E_0$. In a length $\ell$ with periodic boundary conditions the allowed $k$ are spaced by $2\pi/\ell$. A sum over states per length is then $\int dk/2\pi$, with a factor 2 for spin. An electron moves at $v=\hbar^{-1}dE/dk$, so the two directions give

$$
I=2e\int_0^\infty\frac{dk}{2\pi}\,v(k)f_L
+2e\int_{-\infty}^0\frac{dk}{2\pi}\,v(k)f_R .
$$

In the second integral put $k\to-k$. The energy is unchanged and the velocity changes sign, so

$$
I=2e\int_0^\infty\frac{dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}\,(f_L-f_R)
=\frac{2e}{2\pi\hbar}\int_{E_0}^\infty dE\,(f_L-f_R).
$$

The velocity has disappeared. Fast electrons carry more current each, but there are fewer of them per energy interval, and the two factors are reciprocal in one dimension. With $h=2\pi\hbar$ the prefactor is $2e/h$.

At zero temperature, with both chemical potentials above $E_0$, the difference $f_L-f_R$ equals one between $\mu_R$ and $\mu_L$ and zero elsewhere. Hence

$$
I=\frac{2e}{h}(\mu_L-\mu_R)=\frac{2e^2}{h}V,\qquad
G_1=\frac{I}{V}=\frac{2e^2}{h}.
$$

The resistance of one spin-degenerate mode is $h/2e^2=12906.4$ Ω. It contains neither the mass nor the length of the channel.

**Limit.** At finite temperature and small $V$, $f_L-f_R=eV(-\partial f/\partial E)$, and the energy integral gives

$$
G_1=\frac{2e^2}{h}\int_{E_0}^{\infty}\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{2e^2}{h}f(E_0).
$$

This tends to $2e^2/h$ when $\mu$ lies many $k_BT$ above the band minimum and to zero when it lies many $k_BT$ below. A mode thus switches on smoothly over a few $k_BT$.

### A strip of finite width

Now let one parabolic valley of mass $m$ fill a strip with hard walls at $y=0$ and $y=W$. The wavefunction must vanish at both walls, so its transverse part is $\sin(k_yy)$ with

$$
k_y=\frac{j\pi}{W},\quad j=1,2,3,\ldots,\qquad
E=\frac{\hbar^2}{2m}\left(k_x^2+\frac{j^2\pi^2}{W^2}\right).
$$

Each $j$ is one mode of the kind just treated. It is open at the Fermi energy $E_F=\hbar^2k_F^2/2m$ if a real $k_x\neq0$ exists, which requires $j\pi/W<k_F$. Away from the thresholds the number of open modes is the integer part of $k_FW/\pi$.

This count was tested on a square lattice of hopping $t$ and spacing $a$, where near the band minimum $E\approx ta^2k^2$ and so $k_F\approx\sqrt{E/t}/a$. The transmission between two ideal leads was computed from lattice Green functions, without counting modes. For $k_FW/\pi=3.418$, 4.413 and 5.405 it came out as 3.0000, 4.0000 and 5.0000.

For other dispersions it is simpler to use periodic conditions across the width, $k_y=2\pi j/W$ with $j$ of either sign or zero. If $J$ is the integer part of $k_FW/2\pi$, there are $2J+1$ values with $|k_y|\le k_F$. Writing $k_FW/2\pi=J+r$ with $0\le r<1$,

$$
(2J+1)-\frac{k_FW}{\pi}=1-2r,
$$

which is at most one in magnitude. Both boundary conditions therefore give the same leading result for $k_FW\gg1$. With $g_v$ valleys,

$$
M=g_v\frac{k_FW}{\pi}.
$$

In a wide channel the walls affect the relative error, which is of order $1/k_FW$, but not this leading term.

There is one right-moving state for each allowed $k_y$ because the Fermi line of a valley is taken to be a single circle with energy rising outward. A line of constant $k_y$ with $|k_y|<k_F$ cuts the circle twice. The velocity points outward, so one crossing moves right and the other left. Here $k_F$ is measured from the valley centre. Valleys are counted independently, which assumes that walls and contacts do not mix them with reflection.

### From Fermi wavevector to density

A calculation or a gate fixes the density more directly than $k_F$. In an area $A$ each orbital state occupies $(2\pi)^2/A$ of wavevector space. Each valley has a filled disc of area $\pi k_F^2$, and each orbital state holds two electrons:

$$
n=2g_v\frac{\pi k_F^2}{(2\pi)^2}=\frac{g_vk_F^2}{2\pi},\qquad
k_F=\sqrt{\frac{2\pi n}{g_v}} .
$$

Insert this in the mode number per width:

$$
\frac{M}{W}=\frac{g_v}{\pi}\sqrt{\frac{2\pi n}{g_v}}
=\sqrt{\frac{g_v^2}{\pi^2}\,\frac{2\pi n}{g_v}}
=\sqrt{\frac{2g_vn}{\pi}} .
$$

The modes conduct in parallel, so $G=(2e^2/h)M$. Inverting and multiplying by $W$ gives

$$
R\,W=\frac{h}{2e^2}\,\frac{W}{M}
=\frac{h}{2e^2}\sqrt{\frac{\pi}{2g_vn}} .
$$

The square root is a length, the width taken up by one mode when all valleys are counted.

The two dependences have different origins. Raising $n$ fourfold doubles $k_F$ and the number of modes, so $RW$ halves. Raising $g_v$ fourfold at fixed $n$ halves $k_F$, because the electrons are shared among more discs, but there are four times as many discs. The number of modes again doubles. In terms of geometry, the density measures the area of the discs and the conductance measures their diameter. Many small discs have more total diameter than one large disc of the same total area.

The mass has dropped out because neither area nor diameter contains it. A heavier mass lowers the Fermi velocity and raises the density of states by the reciprocal factor.

### Numbers and units

For the device of the opening, $n=10^{13}$ cm$^{-2}=0.1$ nm$^{-2}$ and $g_v=2$. Then

$$
k_F=\sqrt{\frac{2\pi\times0.1}{2}}\ \text{nm}^{-1}=0.5605\ \text{nm}^{-1},
$$

$$
R\,W=12906.4\ \Omega\times\sqrt{\frac{\pi}{2\times2\times0.1}}\ \text{nm}
=12906.4\ \Omega\times2.802\ \text{nm}=36.17\ \Omega\,\mu\text{m}.
$$

The formula has the same form in Gaussian and SI units, since it follows from $I=GV$ with current defined as charge per time. In Gaussian units $e^2$ is in erg cm and $h$ in erg s. Thus $h/e^2$ is in s/cm and $RW$ is a time, here $4.02\times10^{-15}$ s.

Other densities and valley numbers give, in Ω µm:

| $g_v$ | $n=10^{12}$ cm$^{-2}$ | $n=10^{13}$ cm$^{-2}$ |
|---|---|---|
| 1 | 161.8 | 51.2 |
| 2 | 114.4 | 36.2 |
| 6 | 66.0 | 20.9 |

### How wide is wide?

Take $W=100$ nm. Each valley has $k_FW/\pi=17.84$, or 35.68 for both, and the smooth formula gives $R=12906.4/35.68=361.7$ Ω. With hard walls and $k_F$ held at its wide-channel value, 17 modes per valley are open. Then $R=12906.4/34=379.6$ Ω, which is 5% above the smooth value.

Holding $k_F$ is not the same as holding the mean density, because hard walls push electrons away from the edges. Mode $j$ is filled for $|k_x|<\sqrt{k_F^2-(j\pi/W)^2}$, so the number of electrons per length and valley is

$$
\frac{nW}{g_v}=\frac{2}{\pi}\sum_{j\ge1}\sqrt{k_F^2-\left(\frac{j\pi}{W}\right)^2}
\approx\frac{2}{\pi}\left(\frac{Wk_F^2}{4}-\frac{k_F}{2}\right).
$$

The first term replaces the sum by an integral, which is a quarter circle. The second subtracts half of the $j=0$ term, as the trapezoidal rule requires when the sum starts at $j=1$. Writing $k_0=\sqrt{2\pi n/g_v}$ and multiplying by $2\pi/W$ gives $k_0^2\approx k_F^2-2k_F/W$, hence $k_F\approx k_0+1/W$. At fixed mean density $k_FW/\pi$ is therefore larger by about $1/\pi$. That is enough to carry 17.84 past 18 and open one more mode per valley. The value 379.6 Ω thus belongs to fixed $k_F$. In a narrow strip one must say which quantity is held.

### A second route: the flux through a line

The result can be reached without discrete modes. In an unbounded layer, the linear-response current per width is the flux of right-moving states weighted by the change in their occupation:

$$
\frac{G}{W}=2e^2\sum_{\text{valleys}}\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,v_x
\left(-\frac{\partial f}{\partial E}\right).
$$

At zero temperature $-\partial f/\partial E=\delta(E-E_F)$. For an isotropic dispersion $v_x=\hbar^{-1}E'(k)\cos\varphi$, with $\varphi$ the angle from the $x$ axis. In polar coordinates

$$
\frac{G}{W}=\frac{2e^2g_v}{4\pi^2\hbar}
\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi
\int_0^\infty k\,E'(k)\,\delta(E(k)-E_F)\,dk .
$$

The angular integral is 2. In the radial one $E'(k)\,dk=dE$, so it equals $k_F$. Therefore

$$
\frac{G}{W}=\frac{e^2g_vk_F}{\pi^2\hbar}=\frac{2e^2}{h}\,\frac{g_vk_F}{\pi},
$$

in agreement with the mode count.

This flux and the density were summed on wavevector grids for a parabolic, a gapped Dirac and a quartic dispersion, at a small but finite temperature. The ratios of flux to formula were 0.9998, 0.9998 and 1.0000. A stricter test of $g_v$ used the upper band of a honeycomb lattice. The sums ran over the whole Brillouin zone, and the valley number was then inferred from flux and density. The result was 1.995, against the two valleys of that band. The remaining 0.25% was not separated into effects of temperature, band shape and grid.

**Where the assumption of one circle matters.** Suppose that the energy minimum is a ring, so that electrons fill the region between circles of radii $k_2<k_1$. Each circle contributes its radius to the flux, while the density contains the difference of the areas:

$$
\frac{M}{W}=\frac{g_v(k_1+k_2)}{\pi},\qquad
n=\frac{g_v(k_1^2-k_2^2)}{2\pi}.
$$

The formula would predict $M/W=g_v\sqrt{k_1^2-k_2^2}/\pi$. The true number is larger by $\sqrt{(k_1+k_2)/(k_1-k_2)}$. Such a band has a lower resistance at the same density, and the two agree when $k_2\to0$.

## Second half: contacts, anisotropy and temperature

### Symbols and results carried over

The channel has width $W$, electron density $n$, spin degeneracy 2 and $g_v$ equivalent valleys. Current flows along $x$ between reservoirs with chemical potentials $\mu_L$ and $\mu_R=\mu_L-eV$. For isotropic valleys with one Fermi circle each, at zero temperature and without reflection,

$$
k_F=\sqrt{\frac{2\pi n}{g_v}},\qquad
\frac{M}{W}=\frac{g_vk_F}{\pi}=\sqrt{\frac{2g_vn}{\pi}},\qquad
R_QW=\frac{h}{2e^2}\sqrt{\frac{\pi}{2g_vn}} .
$$

Here $M$ is the number of modes, and the subscript $Q$ now marks the ideal resistance. The example has $n=10^{13}$ cm$^{-2}$, $g_v=2$, $m=0.5\,m_e$ and $R_QW=36.17$ Ω µm.

### Where the voltage drops

A resistance in a channel without scattering needs a location. Inside the ideal channel the occupations do not depend on $x$, so nothing changes along its length. The drop must lie at the ends.

To divide it between them, define a local chemical potential $\mu_c$ as the one that would give the same density in equilibrium. Let $D$ be the density of states per area at the Fermi energy. Time-reversal symmetry gives $E(-\mathbf k)=E(\mathbf k)$, so right and left movers each have $D/2$. Let $\mu_0$ be the chemical potential before the voltage is applied, and let the band edge shift by $\delta U$ when the charges readjust. To first order the density changes by

$$
\delta n=\frac D2(\mu_L-\mu_0-\delta U)+\frac D2(\mu_R-\mu_0-\delta U).
$$

An equilibrium population at $\mu_c$ in the same shifted band would change by $D(\mu_c-\mu_0-\delta U)$. Equating the two, $\delta U$ and $\mu_0$ cancel and

$$
\mu_c=\frac{\mu_L+\mu_R}{2}.
$$

Half of the voltage drops at each contact. In the example each contact is assigned 18.1 Ω µm. This division rests on the definition of $\mu_c$ through the density. What two terminals measure is the sum.

For isotropic valleys with one Fermi circle each, the density and valley number fix the ideal zero-temperature resistance, and at small voltage half of the drop lies at each contact. It remains to treat larger voltages, reflection, elliptical valleys and finite temperature, and then to decide whether the extra 14.5 Ω µm belongs to the interfaces.
